# Charge-Transfer Excitations at Long Range and Their Collapse in Semilocal TDDFT: a program that tests the result

```python
# Result under test: the energy for moving one electron from a donor D to a
# distant acceptor A is  I_D - A_A - 1/R  plus terms of order R^-3 and R^-4
# (atomic units), while semilocal TDDFT gives only eps_a - eps_i.
# I_D: vertical ionization energy of D; A_A: electron affinity of A;
# R: distance between centres; eps_i, eps_a: Kohn-Sham energies of the donor
# orbital phi_i and of the acceptor orbital phi_a.
# Donor: H2. Acceptor: empty Gaussian well -V0*exp(-gamma*r^2).
# Two electrons in all, so full CI is the reference within the basis.
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants
from pyscf import gto, dft, scf, tdscf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOND, V0, GAMMA = 1.4, 1.0, 0.25
ACCEPTOR_BASIS = ([[0, [0.04 * 2**k, 1.0]] for k in range(6)]
                  + [[1, [0.05 * 2**k, 1.0]] for k in range(4)])


def acceptor_grid(R):
    """Spherical product quadrature centred on the acceptor."""
    x, wx = np.polynomial.legendre.leggauss(80)
    r, wr = 7.0 * (x + 1), 7.0 * wx
    c, wc = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(10) / 10
    rr, cc, pp = np.meshgrid(r, c, phi, indexing="ij")
    ss = np.sqrt(1 - cc**2)
    pts = np.stack([rr * ss * np.cos(pp), rr * ss * np.sin(pp),
                    R + rr * cc], axis=-1).reshape(-1, 3)
    w = (wr * r**2)[:, None, None] * wc[None, :, None] * np.ones(10) * 2 * np.pi / 10
    return pts, w.ravel(), rr.ravel()


class System:
    """Integrals for H2 plus well. The centre labelled H9 only carries basis
    functions and a DFT grid: its proton is left out of the Hamiltonian."""

    def __init__(self, R):
        self.R = R
        self.mol = gto.M(atom=[["H", (0, 0, -BOND / 2)], ["H", (0, 0, BOND / 2)],
                               ["H9", (0, 0, R)]],
                         basis={"H": "aug-cc-pvdz", "H9": ACCEPTOR_BASIS},
                         unit="Bohr", charge=1, spin=0, verbose=0)
        m = self.mol
        self.S, self.T = m.intor("int1e_ovlp"), m.intor("int1e_kin")
        self.nuc = np.zeros_like(self.S)
        for z in (-BOND / 2, BOND / 2):
            with m.with_rinv_origin((0, 0, z)):
                self.nuc -= m.intor("int1e_rinv")
        self.pts, self.w, r = acceptor_grid(R)
        self.ao = m.eval_gto("GTOval_sph", self.pts)
        v = -V0 * np.exp(-GAMMA * r**2) * self.w
        self.well = self.ao.T @ (self.ao * v[:, None])
        self.h = self.T + self.nuc + self.well
        self.eri = m.intor("int2e", aosym="s1")
        start = m.aoslice_by_atom()[2, 2]
        self.D, self.A = slice(0, start), slice(start, m.nao)
        ea, ca = eigh((self.T + self.well)[self.A, self.A], self.S[self.A, self.A])
        ed, cd = eigh((self.T + self.nuc)[self.D, self.D], self.S[self.D, self.D])
        self.ea, self.ca, self.ed, self.cd = ea, ca, ed, cd
        self.chi, self.ion = np.zeros(m.nao), np.zeros(m.nao)
        self.chi[self.A], self.ion[self.D] = ca[:, 0], cd[:, 0]


def singlet_ci(h, eri, S):
    """Lowest two-electron singlets by full CI in the given basis."""
    s, U = eigh(S)
    X, root = (U / np.sqrt(s)) @ U.T, (U * np.sqrt(s)) @ U.T
    h = X @ h @ X
    for _ in range(4):
        eri = np.tensordot(eri, X, axes=(0, 0))
    n = len(h)
    H = (np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
         + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))
    i, j = np.triu_indices(n)
    k = np.arange(len(i))
    P = np.zeros((n * n, len(i)))
    P[i * n + j, k] += 1.0
    P[j * n + i, k] += 1.0
    P /= np.linalg.norm(P, axis=0)
    E, V = eigh(P.T @ H @ P, subset_by_index=[0, 5])
    return E, (P @ V).T.reshape(-1, n, n), root


def run_scf(sy, xc):
    if xc == "HF":
        mf = scf.RHF(sy.mol)
    else:
        mf = dft.RKS(sy.mol)
        mf.xc = xc
        mf.small_rho_cutoff = 0
    mf.get_hcore = lambda *args: sy.h
    mf.conv_tol = 1e-10
    mf.kernel(dm0=2 * np.outer(sy.ion, sy.ion))
    assert mf.converged
    return mf


def response(sy, mf):
    """Charge-transfer root of the full linear-response problem."""
    a, b = tdscf.rhf.get_ab(mf)
    n = a.shape[1]
    a, b = a.reshape(n, n), b.reshape(n, n)
    w, U = eigh(a - b)
    assert w[0] > 0
    root = (U * np.sqrt(w)) @ U.T
    w2, Z = eigh(root @ (a + b) @ root)
    overlap = sy.chi @ sy.S @ mf.mo_coeff[:, 1:]
    q = int(np.argmax(abs(overlap)))
    weight = (overlap @ Z)**2
    pick = int(np.argmax(weight))
    assert weight[pick] > 0.5 and w2[pick] > 0
    phi_i, phi_a = mf.mo_coeff[:, 0], mf.mo_coeff[:, 1 + q]
    t = np.outer(phi_i, phi_a).ravel()
    hartree = 2 * t @ sy.eri.reshape(t.size, t.size) @ t
    return dict(omega=np.sqrt(w2[pick]), ei=mf.mo_energy[0],
                ea=mf.mo_energy[1 + q],
                gap=mf.mo_energy[1 + q] - mf.mo_energy[0],
                hartree=hartree, xc=b[q, q] - hartree, i=phi_i, a=phi_a)


distances = [7.0, 10.0, 14.0, 20.0, 30.0]
systems = {R: System(R) for R in distances}

# Isolated fragments, each in its own basis
far = systems[30.0]
D, A = far.D, far.A
E_h2 = singlet_ci((far.T + far.nuc)[D, D], far.eri[D, D, D, D], far.S[D, D])[0][0]
I_D, A_A = far.ed[0] - E_h2, -far.ea[0]
n_ao = far.mol.nao
second = far.mol.intor("int1e_rr").reshape(3, 3, n_ao, n_ao)
quad_op = 0.5 * (3 * second[2, 2] - second[0, 0] - second[1, 1] - second[2, 2])
theta = 2 * (BOND / 2)**2 - far.ion @ quad_op @ far.ion
z_op = far.mol.intor("int1e_r")[2]


def polarizability(e, c, block):
    z0n = c[:, 0] @ z_op[block, block] @ c[:, 1:]
    return 2 * np.sum(z0n**2 / (e[1:] - e[0]))


alpha_D = polarizability(far.ed, far.cd, D)
alpha_A = polarizability(far.ea, far.ca, A)

# Independent radial solution of the well
step = 0.01
r = step * np.arange(1, 4000)
radial = eigh_tridiagonal(1 / step**2 - V0 * np.exp(-GAMMA * r**2),
                          np.full(len(r) - 1, -0.5 / step**2),
                          select="i", select_range=(0, 0))[0][0]
assert abs(radial + A_A) < 5e-4  # finite basis and finite step

print("H2 bond length %.2f bohr; well V0 %.2f hartree, gamma %.2f bohr^-2"
      % (BOND, V0, GAMMA))
print("Basis functions in all: %d" % n_ao)
print("I_D (full CI) = %.5f hartree = %.3f eV" % (I_D, I_D * HARTREE_EV))
print("A_A (basis) = %.5f hartree = %.3f eV" % (A_A, A_A * HARTREE_EV))
print("A_A (radial solution) = %.5f hartree" % -radial)
print("I_D - A_A = %.5f hartree" % (I_D - A_A))
print("Quadrupole of H2+ = %.4f e bohr^2" % theta)
print("Polarizability of H2+ along axis = %.3f bohr^3" % alpha_D)
print("Polarizability of occupied well = %.3f bohr^3" % alpha_A)

# Complete two-electron system against the fragment prediction
print("Full CI, hartree: R/bohr, omega, I-A-1/R, remainder, predicted remainder")
exact = {}
for R, sy in systems.items():
    E, C, root = singlet_ci(sy.h, sy.eri, sy.S)
    chi = root @ sy.chi
    occupation = np.array([2 * np.sum((chi @ c)**2) for c in C])
    k = 1 + int(np.argmax(occupation[1:]))
    exact[R] = E[k] - E[0]
    leading = I_D - A_A - 1 / R
    remainder = exact[R] - leading
    predicted = -theta / R**3 - (alpha_D + alpha_A) / (2 * R**4)
    print("%5.1f %.6f %.6f %.3e %.3e" % (R, exact[R], leading, remainder, predicted))
    if R >= 10:
        assert occupation[0] < 0.01 and 0.9 < occupation[k] < 1.1
    if R >= 20:  # higher multipole orders are left out of the prediction
        assert abs(remainder / predicted - 1) < 0.1
    if R == 20:
        print("Well occupation at 20 bohr: ground %.1e, CT %.4f"
              % (occupation[0], occupation[k]))

# Semilocal TDDFT: the kernel elements vanish, the orbital gap remains
print("LDA, hartree: R/bohr, omega, eps_a-eps_i, difference, 2K_Hartree, 2K_xc")
lda = {}
for R in distances[:4]:
    sy = systems[R]
    mf = run_scf(sy, "lda,vwn")
    res = lda[R] = response(sy, mf)
    print("%5.1f %.6f %.6f %.2e %.2e %.2e"
          % (R, res["omega"], res["gap"], res["omega"] - res["gap"],
             res["hartree"], res["xc"]))
    if R == 10:
        mf.xc = "lda,"
        kernel_x = response(sy, mf)["xc"]
        fi, fa = sy.ao @ res["i"], sy.ao @ res["a"]
        coefficient = -(3 / np.pi)**(1 / 3) / 3 * 2**(-2 / 3)
        formula_x = 2 * coefficient * np.sum(sy.w * abs(fi)**(2 / 3) * fa**2)
        # two different grids sample a steep, low-density integrand
        assert abs(kernel_x / formula_x - 1) < 0.1
        print("Exchange part of 2K at 10 bohr: kernel %.3e, integral %.3e hartree"
              % (kernel_x, formula_x))
assert abs(lda[20.0]["omega"] - lda[20.0]["gap"]) < 1e-4
assert lda[20.0]["hartree"] < 0.01 * lda[7.0]["hartree"]
assert abs(lda[20.0]["xc"]) < 0.02 * abs(lda[7.0]["xc"])
assert abs(lda[20.0]["ea"] + A_A) < 1e-3

# Error balance at 20 bohr
R, res = 20.0, lda[20.0]
error = res["omega"] - exact[R]
donor_part, acceptor_part = -res["ei"] - I_D, res["ea"] + A_A
assert abs(error - donor_part - acceptor_part - 1 / R) < 1e-3
print("LDA at 20 bohr: eps_i = %.5f, eps_a = %.5f hartree" % (res["ei"], res["ea"]))
print("LDA error at 20 bohr = %.5f hartree, made of:" % error)
print("  -eps_i - I_D = %.5f hartree" % donor_part)
print("  eps_a + A_A = %.5f hartree" % acceptor_part)
print("  missing 1/R = %.5f hartree" % (1 / R))
print("CT energy at 20 bohr: full CI %.3f eV, LDA %.3f eV"
      % (exact[R] * HARTREE_EV, res["omega"] * HARTREE_EV))
print("Change from 10 to 20 bohr: full CI %.5f, LDA %.5f hartree"
      % (exact[20.0] - exact[10.0], lda[20.0]["omega"] - lda[10.0]["omega"]))

# Nonlocal exchange restores its own fraction of the attraction
print("At 20 bohr, hartree: method, omega, gap, omega-gap, -c_x/R")
for name, fraction in (("PBE", 0.0), ("PBE0", 0.25), ("HF", 1.0)):
    res = response(systems[R], run_scf(systems[R], name))
    shift = res["omega"] - res["gap"]
    print("%-5s %.6f %.6f %.6f %.6f"
          % (name, res["omega"], res["gap"], shift, -fraction / R))
    # multipole and polarization terms of order R^-3 and R^-4 remain
    assert abs(shift + fraction / R) < 5e-4

print("OK")
```

Output:

```
H2 bond length 1.40 bohr; well V0 1.00 hartree, gamma 0.25 bohr^-2
Basis functions in all: 36
I_D (full CI) = 0.59914 hartree = 16.304 eV
A_A (basis) = 0.19598 hartree = 5.333 eV
A_A (radial solution) = 0.19598 hartree
I_D - A_A = 0.40317 hartree
Quadrupole of H2+ = 0.7695 e bohr^2
Polarizability of H2+ along axis = 2.107 bohr^3
Polarizability of occupied well = 10.746 bohr^3
Full CI, hartree: R/bohr, omega, I-A-1/R, remainder, predicted remainder
  7.0 0.256004 0.260308 -4.304e-03 -4.920e-03
 10.0 0.301696 0.303165 -1.469e-03 -1.412e-03
 14.0 0.331282 0.331737 -4.548e-04 -4.477e-04
 20.0 0.353028 0.353165 -1.371e-04 -1.364e-04
Well occupation at 20 bohr: ground 1.2e-12, CT 0.9999
 30.0 0.369795 0.369832 -3.650e-05 -3.643e-05
LDA, hartree: R/bohr, omega, eps_a-eps_i, difference, 2K_Hartree, 2K_xc
  7.0 0.134418 0.143744 -9.33e-03 3.01e-03 -1.15e-02
 10.0 0.171259 0.172948 -1.69e-03 3.07e-05 -1.71e-03
Exchange part of 2K at 10 bohr: kernel -1.046e-03, integral -1.046e-03 hartree
 14.0 0.177396 0.177660 -2.64e-04 1.13e-07 -2.64e-04
 20.0 0.178384 0.178425 -4.09e-05 7.40e-11 -4.09e-05
LDA at 20 bohr: eps_i = -0.37457, eps_a = -0.19615 hartree
LDA error at 20 bohr = -0.17464 hartree, made of:
  -eps_i - I_D = -0.22457 hartree
  eps_a + A_A = -0.00017 hartree
  missing 1/R = 0.05000 hartree
CT energy at 20 bohr: full CI 9.606 eV, LDA 4.854 eV
Change from 10 to 20 bohr: full CI 0.05133, LDA 0.00713 hartree
At 20 bohr, hartree: method, omega, gap, omega-gap, -c_x/R
PBE   0.183128 0.183171 -0.000044 -0.000000
PBE0  0.230553 0.243094 -0.012541 -0.012500
HF    0.346430 0.396497 -0.050067 -0.050000
OK
```
